# Shear strain and the conduction valleys beside X in silicon

## A special case: two crossing parabolas

The conduction minima of silicon on the $z$ axis lie near the zone-boundary point $X=(0,0,2\pi/a)$, where $a$ is the cubic lattice constant. Measure $\mathbf k$ from $X$ and set $k_x=k_y=0$. Near $X$ the two lowest conduction branches can be modelled by two displaced parabolas,

$$E=\frac{\hbar^2k_z^2}{2m_l}\pm\frac{\hbar^2k_0k_z}{m_l}=\frac{\hbar^2(k_z\pm k_0)^2}{2m_l}-\frac{\hbar^2k_0^2}{2m_l}.$$

They cross at $k_z=0$ and have minima at $k_z=\mp k_0$, both at energy $-P/2$, where

$$P=\frac{\hbar^2k_0^2}{m_l}.$$

Let a perturbation couple the branches with a real matrix element $W$. At the crossing the levels become $\pm W$. Away from it, half the separation of the branches is $P|x|$ with $x=k_z/k_0$, and the $2\times2$ eigenvalue problem gives the lower band

$$E_-(x)=P\left[\frac{x^2}{2}-\sqrt{x^2+\eta^2}\right],\qquad \eta=\frac WP.$$

Put $s=\sqrt{x^2+\eta^2}$, so that $x^2=s^2-\eta^2$ and $s\ge|\eta|$. Completing the square,

$$E_-=\frac P2\left[(s-1)^2-1-\eta^2\right].\tag{1}$$

If $|\eta|\le1$, the value $s=1$ can be reached and is the minimum. There $x^2=1-\eta^2$, so the coupling draws both minima toward $X$. If $|\eta|>1$, the smallest allowed value is $s=|\eta|$, which means $x=0$: the minima have merged.

It remains to show that shear strain supplies this coupling, and to find what it does to motion perpendicular to the axis.

## Assumptions and conventions

Spin-orbit coupling is neglected. The strain is homogeneous, and $\varepsilon=\varepsilon_{xy}$ is the tensor component, half the engineering shear. Wavevectors follow the strained lattice: if $\mathbf q$ is the laboratory wavevector, $\mathbf k=(1+\boldsymbol\varepsilon)\mathbf q$, so $X$ keeps its coordinates.

The lowest conduction level at $X$ is assumed to be twofold, with both states unchanged by a half-turn $C_{2z}$ about an axis through an atom. The Hamiltonian is kept to first order in strain and second order in $\mathbf k$; products of strain and wavevector are dropped.

## Lemma 1: the level at X is paired

*Without spin, each energy level of the unstrained diamond lattice at $X$ is at least twofold degenerate.*

**Proof.** Place the two atoms of the cell at $0$ and $\boldsymbol\tau=(a/4)(1,1,1)$. The half-turn $C:(x,y,z)\mapsto(x,-y,-z)$ about the first atom is a symmetry. It sends $X$ to $-X$, which differs from $X$ by the reciprocal-lattice vector $(0,0,4\pi/a)$, so it acts within the states at $X$.

The same half-turn about the second atom is

$$C':\ \mathbf r\mapsto C\mathbf r+\boldsymbol\tau-C\boldsymbol\tau,\qquad \boldsymbol\tau-C\boldsymbol\tau=(0,a/2,a/2).$$

The extra displacement is a lattice translation. On a state at $X$ it gives the phase $e^{-i(2\pi/a)(a/2)}=-1$, so $C'=-C$ there.

The inversion $J:\mathbf r\mapsto\boldsymbol\tau-\mathbf r$ exchanges the two atoms, hence $JCJ^{-1}=C'=-C$. Since $C^2=1$, an energy eigenstate can be chosen with $C\psi=\lambda\psi$, $\lambda=\pm1$. Then $C(J\psi)=-JC\psi=-\lambda J\psi$. The states $\psi$ and $J\psi$ have different eigenvalues of $C$, so they are independent, and they have equal energy because $J$ is a symmetry. $\square$

## Lemma 2: the two-band Hamiltonian

*Under the stated assumptions, and apart from terms that move the doublet rigidly,*

$$H=\left[\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}\right]\mathbb 1+\left(D\varepsilon-\frac{\hbar^2k_xk_y}{M}\right)\sigma_x+\frac{\hbar^2k_0k_z}{m_l}\sigma_y.\tag{2}$$

**Proof.** Take $|1\rangle$ with $C=+1$ and $|2\rangle=J|1\rangle$ with $C=-1$. Complex conjugation preserves $X$ up to a reciprocal-lattice vector and commutes with $C$, so the phase of $|1\rangle$ can be chosen to make it real; $|2\rangle$ is then real too. In this basis $J=\sigma_x$, $C=\sigma_z$ and $C_{2z}=\mathbb 1$.

Write $H=h_0\mathbb 1+h_x\sigma_x+h_y\sigma_y+h_z\sigma_z$ with real coefficients. Time reversal requires $H^*(\mathbf k)=H(-\mathbf k)$. Conjugation reverses $\sigma_y$ alone, so $h_0,h_x,h_z$ are even in $\mathbf k$ and $h_y$ is odd. Inversion requires $\sigma_xH(\mathbf k)\sigma_x=H(-\mathbf k)$, which makes $h_z$ odd. Being both even and odd, $h_z$ vanishes. Homogeneous strain does not upset this argument, because it preserves inversion about the bond centre.

The rotations select the remaining terms.

- $C_{2z}$ reverses $k_x$ and $k_y$ and leaves each coefficient unchanged. The linear function $h_y$ can therefore contain $k_z$ only.
- $C$ reverses $k_y$ and $k_z$, and conjugation by $\sigma_z$ reverses $\sigma_x$ and $\sigma_y$. Hence $h_x$ must be odd under $C$. Among the quadratic terms allowed by $C_{2z}$, namely $k_x^2,k_y^2,k_z^2,k_xk_y$, this leaves $k_xk_y$. Strain components transform like the same products, leaving $\varepsilon_{xy}$.
- $h_0$ is even under $C$, which excludes $k_xk_y$. The rotoreflection $(x,y,z)\mapsto(y,-x,-z)$ about an atom exchanges $k_x^2$ and $k_y^2$, so their coefficients in $h_0$ are equal. Likewise $h_0$ contains $\varepsilon_{xx}+\varepsilon_{yy}$ and $\varepsilon_{zz}$, which move the doublet rigidly.

Naming the coefficients gives (2). $\square$

The constant $D$ is an energy per unit tensor strain. It includes the effect of the relative displacement of the two sublattices along $z$, which has the symmetry of $\varepsilon_{xy}$. The relative sign of $D$ and $M$ is physical; it decides which direction becomes light.

## Theorem

*Let $M>m_t>0$, $m_l>0$ and $k_0>0$. Define*

$$\Delta=2P=\frac{2\hbar^2k_0^2}{m_l},\qquad \eta=\frac{D\varepsilon}{P}=\frac{2D\varepsilon}{\Delta}.$$

*The lower band of (2) has its absolute minima on the $k_z$ axis.*

*For $|\eta|<1$, they lie at $k_z=\pm k_0\sqrt{1-\eta^2}$, and relative to zero strain*

$$\delta E=-\frac{\Delta\eta^2}{4},\qquad \frac1{m_{[110]}}=\frac1{m_t}+\frac{\eta}{M},\qquad \frac1{m_{[1\bar10]}}=\frac1{m_t}-\frac{\eta}{M},\qquad m_\parallel=\frac{m_l}{1-\eta^2}.$$

*For $|\eta|>1$, there is one minimum, at $X$, with*

$$\delta E=-\frac\Delta4(2|\eta|-1),\qquad m_\parallel=\frac{m_l}{1-1/|\eta|},$$

*and $\eta$ is replaced by $\operatorname{sgn}\eta$ in the two transverse masses.*

### Proof: position and energy

Since $\sigma_x$ and $\sigma_y$ anticommute, $(h_x\sigma_x+h_y\sigma_y)^2=(h_x^2+h_y^2)\mathbb 1$. The matrix is traceless, so its eigenvalues are $\pm\sqrt{h_x^2+h_y^2}$. With $W=D\varepsilon$ and $u=\hbar^2k_xk_y/M$, the lower band is

$$E_-=\frac{Px^2}{2}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}-\sqrt{P^2x^2+(W-u)^2}.\tag{3}$$

At zero strain and $x=\pm1$ the bands are separated by $2P=\Delta$.

To exclude minima off the axis, use $k_x^2+k_y^2\ge2|k_xk_y|$. The transverse kinetic term is then at least $(M/m_t)|u|$. The square root, as a function of $W-u$, has slope no larger than one in magnitude, so introducing $u$ raises it by at most $|u|$. Therefore

$$E_-(k_x,k_y,k_z)\ge E_-(0,0,k_z)+\left(\frac M{m_t}-1\right)|u|.$$

Because $M>m_t$, equality requires $u=0$; the transverse kinetic energy must then vanish as well, which gives $k_x=k_y=0$.

On the axis (3) is the special case (1). For $|\eta|<1$ its minimum is $-P(1+\eta^2)/2$. Subtracting the unstrained value $-P/2$ leaves $-P\eta^2/2=-\Delta\eta^2/4$. For $|\eta|>1$ the minimum is $-P|\eta|$, and the same subtraction gives $-P(|\eta|-\tfrac12)=-\Delta(2|\eta|-1)/4$.

### Proof: masses

Let $S=Ps$ be the square root at the minimum, with $s=1$ before merging and $s=|\eta|$ after it. To first order in $u$,

$$-\sqrt{S^2-2Wu+u^2}=-S+\frac{W}{S}u+O(u^2).$$

As $u$ is already quadratic in transverse wavevector, $u^2$ cannot affect the mass. A change of $k_z$ multiplied by $u$ is of third order, so longitudinal and transverse motion do not mix in the mass tensor. The transverse energy is

$$\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}+\frac{\eta}{s}\frac{\hbar^2k_xk_y}{M}.$$

Introduce $k_x=(k_1+k_2)/\sqrt2$ and $k_y=(k_1-k_2)/\sqrt2$, with $k_1$ along $[110]$ and $k_2$ along $[1\bar10]$. Then $k_x^2+k_y^2=k_1^2+k_2^2$ and $k_xk_y=(k_1^2-k_2^2)/2$. The coefficients of $\hbar^2k_1^2/2$ and $\hbar^2k_2^2/2$ are $1/m_t\pm(\eta/s)/M$, as stated.

Along the axis,

$$\frac{d^2}{dx^2}\sqrt{x^2+\eta^2}=\frac1s-\frac{x^2}{s^3}=\frac{\eta^2}{s^3},$$

and hence

$$\frac{d^2E_-}{dk_z^2}=\frac{P}{k_0^2}\left(1-\frac{\eta^2}{s^3}\right)=\frac{\hbar^2}{m_l}\left(1-\frac{\eta^2}{s^3}\right).$$

Inserting $s=1$ or $s=|\eta|$ gives the longitudinal masses. $\square$

## Remarks on the result

**Direction.** For $D/M>0$, a positive shear, which stretches $[110]$, makes the mass along $[110]$ lighter. Reversing the shear exchanges the two transverse masses. The mean of the two inverse masses stays at $1/m_t$, so within this model the gain is directional.

**Which valleys merge.** The minimum at $k_z<0$ belongs to the $[001]$ valley. The one at $k_z>0$, translated by $-(0,0,4\pi/a)$, is the $[00\bar1]$ valley. By cubic symmetry, the valleys on the $x$ and $y$ axes respond in this way to $\varepsilon_{yz}$ and $\varepsilon_{xz}$ respectively; $\varepsilon_{xy}$ does not couple the crossing branches on those axes at first order.

**The barrier at X.** Before merging, the lower band at $X$ lies above the minima by

$$B=-P|\eta|+\frac P2(1+\eta^2)=\frac P2(1-|\eta|)^2.\tag{4}$$

Above $B$ the lower band connects the two valleys; with appreciable coupling, its dispersion near $X$ is then far from that of two separate parabolas.

**At merging.** For $|\eta|=1$ the quadratic term in $k_z$ cancels:

$$P\left[\frac{x^2}{2}-\sqrt{1+x^2}\right]=-P+\frac{Px^4}{8}+O(x^6).$$

The divergent longitudinal mass thus signals quartic dispersion, not immobile carriers.

**Large coupling.** For $|\eta|\gg1$, still within (2), the longitudinal mass returns to $m_l$. The lower state at $X$ is then an eigenstate of $\sigma_x$, little disturbed by the $k_z\sigma_y$ term, and the transverse splitting has saturated.

## Numerical example

Take the round parameters $m_l=0.9m_0$, $m_t=0.2m_0$, $M=0.25m_0$, $k_0=1.7\ \mathrm{nm^{-1}}$ and $D=15$ eV. With $\hbar^2/m_0=0.0762\ \mathrm{eV\,nm^2}$,

$$\Delta=\frac{2(0.0762)(1.7)^2}{0.9}\ \mathrm{eV}=0.489\ \mathrm{eV},\qquad \varepsilon_{\rm merge}=\frac{\Delta}{2D}=1.63\%.$$

At $\varepsilon=0.5\%$, $\eta=2(15)(0.005)/0.4894=0.307$. The minimum moves from $1.70$ to $1.62\ \mathrm{nm^{-1}}$ from $X$ and falls by $11.5$ meV. The inverse transverse masses, in units of $1/m_0$, are $5\pm4(0.307)$, so

$$m_{[110]}=0.161m_0,\qquad m_{[1\bar10]}=0.265m_0.$$

The transverse masses respond at first order in strain; the position, the energy and the longitudinal mass respond at second order.

At $1\%$, $\eta=0.613$, the distance is $1.34\ \mathrm{nm^{-1}}$ and the transverse masses are $0.134m_0$ and $0.392m_0$. Equation (4) gives $B=(0.2447/2)(1-0.613)^2\ \mathrm{eV}=18$ meV, below the room-temperature thermal energy of about 26 meV. Parabolic valleys still give the number of thermally accessible states to within about 15%, but their longitudinal mass, $1.44m_0$, is a poor guide to motion along the axis: for a Boltzmann distribution in the lower band at 300 K, the mean square longitudinal velocity is that of a mass near $2.3m_0$.

At $2\%$ the valleys have merged. The energy has fallen by $178$ meV, the transverse masses are $0.111m_0$ and $1.00m_0$, and the longitudinal mass is $4.9m_0$.

## Comparison with a many-band crystal

The truncation in (2) can be judged against a diamond crystal treated with 108 plane waves. Its lattice constant is $0.54$ nm, and its local potential has form factors $-2.8$, $0.6$ and $1.1$ eV at squared reciprocal vectors 3, 8 and 11 in units of $(2\pi/a)^2$. These are chosen values, joined by a parabola in the squared wavevector to follow its change under strain, and the sublattices follow the strain rigidly, so this is a test of the reduction to two bands, not a prediction for silicon.

The symmetry rules hold there: $\varepsilon_{yz}=1\%$ leaves the doublet at $X$ unsplit to within $10^{-8}$ eV, whereas $\varepsilon_{xy}$ splits it. The splittings at $X$ give $D=12.9$ eV and $M=0.234m_0$; the band separation at the unstrained minimum is $0.503$ eV.

For $\eta=0.2$, or $\varepsilon=0.39\%$, the crystal has masses $0.161m_0$ along $[110]$ and $0.210m_0$ along $[1\bar10]$. The direction agrees with the theorem, but the splitting of inverse masses is $0.845$ times the two-band value. Part of this is a matter of coordinates. Laboratory wavevectors multiply the two inverse masses by $(1+\varepsilon)^2$ and $(1-\varepsilon)^2$, which raises the ratio to about $0.90$.

Symmetry also permits a term $\varepsilon k_xk_y\mathbb 1$, omitted from (2). It changes the splitting at the same order in $\varepsilon$ as $\eta/M$, but lacks the small denominator $\Delta$; it is expected to be smaller by roughly $\Delta$ divided by the distance to remote bands. Its coefficient depends on the coordinates: to first order in $\varepsilon$, the change to laboratory wavevectors is itself a term of this form. In the crystal, the mean curvature of the doublet at $X$ shows it lowering the ratio by about $0.09$ in strained coordinates and $0.05$ in laboratory coordinates, roughly half of the remaining difference. The variation of $D$ and $M$ between $X$ and the minimum is a plausible source of the rest.

For $\eta=0.5$ the minimum moves to $0.837$ of its original distance from $X$, compared with $0.866$ in the two-band model. It has already reached $X$ at $\eta=0.9$, before the two-band threshold $\eta=1$, and at $\eta=1.5$, a shear of $2.9\%$, it is still there. The numerical output gives the remaining values.

## Silicon channels

The example's $m_l$, $m_t$ and $k_0$ are close to those of silicon, and $D$ has a realistic magnitude; $M$ is a round model value. A uniaxial stress of 1 GPa along $[110]$ gives $\varepsilon_{xy}=\sigma/(4c_{44})$, about $0.3\%$ for a shear modulus $c_{44}$ near 80 GPa. The $2\%$ case is therefore far beyond ordinary channel stress. Such stress also produces normal strains, which shift the valley pairs relative to one another and so change their populations.

A thin $(001)$ channel breaks the assumption of a sharp $k_z$. As an estimate, let confinement in a 5 nm film sample $k_z$ at $\pm\pi/(5\ \mathrm{nm})=\pm0.63\ \mathrm{nm^{-1}}$ about the minimum, ignoring band mixing at the walls. At fixed $k_z$ the splitting is governed by $\eta/\sqrt{x^2+\eta^2}$. For $\varepsilon=0.5\%$ this equals $0.47$ and $0.23$ at the two points, with mean $0.35$ in place of $0.31$. The inverse-mass splitting rises by about $13\%$, and $m_{[110]}$ falls from $0.161m_0$ to about $0.157m_0$. This describes only an average. Solving (2) between hard walls 5 nm apart gives two subbands, split by a few meV, whose inverse-mass splittings rise by about $21\%$ and $9\%$, with $m_{[110]}=0.154m_0$ and $0.158m_0$. The masses of individual subbands, and thinner films, which sample a wider range of $k_z$, need the confined two-band problem itself.

## Computed values

```
TWO-BAND MODEL, chosen parameters
longitudinal mass ml = 0.90 m0
transverse mass mt = 0.20 m0
coupling mass M = 0.25 m0
unstrained distance from X, k0 = 1.70 1/nm
shear deformation potential D = 15.0 eV
hbar^2/m0 = 0.076200 eV nm^2
band separation Delta = 0.4894 eV
merging shear strain = 1.631 %
shear 0.0 %: eta = 0.0000, kmin = 1.7000 1/nm, shift = 0.00 meV
  masses (m0): [110] 0.2000, [1-10] 0.2000, longitudinal 0.9000
shear 0.5 %: eta = 0.3065, kmin = 1.6182 1/nm, shift = -11.49 meV
  masses (m0): [110] 0.1606, [1-10] 0.2650, longitudinal 0.9933
shear 1.0 %: eta = 0.6130, kmin = 1.3431 1/nm, shift = -45.98 meV
  masses (m0): [110] 0.1342, [1-10] 0.3925, longitudinal 1.4419
shear 2.0 %: eta = 1.2261, kmin = 0.0000 1/nm, shift = -177.66 meV
  masses (m0): [110] 0.1111, [1-10] 1.0000, longitudinal 4.8811
quartic rise at merging, kz = 0.1 k0: numerical 3.043 ueV, leading formula 3.059 ueV
PLANE-WAVE MODEL CRYSTAL, chosen potential
lattice constant = 0.54 nm; plane waves = 108
form factors at squared G 3, 8, 11: -2.8, 0.6, 1.1 eV
minimum to X = 0.1423 (2 pi/a)
band separation at minimum = 0.5030 eV
D from splitting at X = 12.90 eV
M from splitting at X = 0.2337 m0
transverse mass at minimum = 0.1817 m0
longitudinal mass: curvature 0.8746 m0, two-band gap relation 0.8304 m0
mass test: eta = 0.2, shear = 0.390 %
  masses: [110] 0.1613 m0, [1-10] 0.2104 m0
  inverse-mass splitting, crystal/two-band = 0.845
position test: eta = 0.5, shear = 0.975 %
  distance/unstrained: crystal 0.8371, two-band 0.8660
merged at X in crystal: eta = 1.5, shear = 2.925 %
```
